# Certified bisection for the bit-line voltage in a ferroelectric memory read

## Definitions and conventions

A ferroelectric capacitor of area $A$ and thickness $d$ connects a plate line to a bit line of capacitance $C_B$. Before the read the bit line is at 0 V and is then left floating; the film is also at 0 V and holds the stored polarization $P_0$. The plate is raised slowly and monotonically to $V_P>0$. The final bit-line voltage is $V$, and the film voltage is

$$v=V_P-V. \tag{1}$$

Positive $v$ drives the polarization towards $+P_s$, the saturation value. The remanent polarization is $P_r<P_s$. A cell storing $P_0=-P_r$ switches when read and is called the switching cell; a cell storing $P_0=+P_r$ is the non-switching cell.

Let $Q(v)$ be the charge that has flowed through the capacitor's terminals since the start, when $v$ has risen from zero along the rising branch. Thus $Q(0)=0$. The access transistor is assumed to drop no voltage, and leakage is neglected. "Quasistatic" means that the polarization keeps up with the plate at every moment.

## The balance equation and its unique root

The film's lower electrode and the bit line form an isolated node. The electrode acquires $-Q(v)$ and the bit line $+C_BV$. Their sum must keep its initial value, zero, so

$$F(V)\equiv C_BV-Q(V_P-V)=0. \tag{2}$$

Graphically, the rising branch $Q(v)$ meets the load line $C_B(V_P-v)$.

**Proposition.** If $Q$ is continuous and non-decreasing on $[0,V_P]$, with $Q(0)=0$, then $F$ has one and only one zero $V_*$ in $[0,V_P]$.

*Existence.* At the ends of the interval,

$$F(0)=-Q(V_P)\le 0,\qquad F(V_P)=C_BV_P-Q(0)=C_BV_P>0.$$

Since $F$ is continuous, it vanishes somewhere between them.

*Uniqueness.* Take $V_2>V_1$. Then

$$F(V_2)-F(V_1)=C_B(V_2-V_1)+\left[Q(V_P-V_1)-Q(V_P-V_2)\right].$$

Because $V_P-V_1>V_P-V_2$ and $Q$ is non-decreasing, the bracket is not negative. Hence

$$F(V_2)-F(V_1)\ge C_B(V_2-V_1)>0, \tag{3}$$

and $F$ cannot vanish twice. No derivative of $Q$ was used. If $Q$ had a jump, (3) would survive but $F$ might step over zero: uniqueness would hold and existence could fail.

The use of the rising branch must itself be justified, since a hysteretic film follows another branch if its voltage turns back. Dividing (2) by $C_B$ and using (1) gives

$$v+\frac{Q(v)}{C_B}=V_P. \tag{4}$$

The left side increases strictly with $v$, so $v$ increases strictly with $V_P$. A slowly rising plate therefore never makes the film voltage turn back. Where $Q$ is differentiable, differentiating (4) with respect to $V_P$ gives

$$\frac{dv}{dV_P}\left(1+\frac{Q'}{C_B}\right)=1
\quad\Longrightarrow\quad
\frac{dv}{dV_P}=\frac{C_B}{C_B+Q'}. \tag{5}$$

## A monotone branch for both stored states

Suppose the film consists of domains whose upward switching voltages follow a logistic distribution. The fraction with switching voltage above $v$ is

$$S(v)=\frac{1}{1+e^{(v-V_c)/w}},\qquad
w=\frac{V_c}{\ln[(P_s+P_r)/(P_s-P_r)]}, \tag{6}$$

where $V_c$ is the coercive voltage. A domain that still points down at $v=0$ has a switching voltage above zero. Assume further that, in either stored state, these domains are a representative sample of all domains with switching voltages above zero. Then the fraction $S(v)/S(0)$ of them remains down at $v$. The deficit $P_s-P$ is proportional to the area still down, so

$$P(v)=P_s-(P_s-P_0)\frac{S(v)}{S(0)}. \tag{7}$$

With the linear dielectric response included, the charge is

$$Q(v)=C_Fv+A(P_s-P_0)\left[1-\frac{S(v)}{S(0)}\right],\qquad
C_F=\frac{\varepsilon_0\varepsilon_rA}{d}. \tag{8}$$

Both terms increase with $v$, so the proposition applies.

For the switching cell, (7) is the rising side of the familiar tanh loop. From (6), $e^{-V_c/w}=(P_s-P_r)/(P_s+P_r)$, and therefore

$$S(0)=\frac{1}{1+e^{-V_c/w}}=\frac{P_s+P_r}{2P_s}.$$

Setting $P_0=-P_r$ in (7) then gives

$$P=P_s[1-2S(v)]=P_s\tanh\frac{v-V_c}{2w}.$$

For the non-switching cell, write $a=V_c/w$ and $y=v/w$. The deficit in (7) becomes

$$P_s-P=2P_s\frac{e^{-a}}{1+e^{y-a}}=\frac{2P_s}{e^a+e^y}.$$

The falling side of the major loop, $P_s\tanh[(v+V_c)/2w]$, has the deficit $2P_s/(1+e^{a+y})$. The denominators differ by

$$1+e^{a+y}-e^a-e^y=(e^a-1)(e^y-1)\ge0,$$

so the non-switching branch lies on or below the falling side, as a branch inside the loop must.

## Bracket, bisection and error bounds

The interval $[0,V_P]$ can be narrowed. In (8) the switched charge lies between 0 and $A(P_s-P_0)$. At the root, $C_BV_*=Q(V_P-V_*)$, so

$$C_F(V_P-V_*)\le C_BV_*\le C_F(V_P-V_*)+A(P_s-P_0).$$

Collecting the terms in $V_*$ yields

$$\frac{C_FV_P}{C_B+C_F}\le V_*\le
\min\left\{V_P,\frac{C_FV_P+A(P_s-P_0)}{C_B+C_F}\right\}. \tag{9}$$

Bisection evaluates $F$ at the midpoint $m$ of the current bracket. If $F(m)<0$, the root lies above $m$, which becomes the lower end; otherwise $m$ becomes the upper end. If the first bracket has width $W$, then after $n$ halvings the midpoint satisfies

$$|m_n-V_*|\le \frac{W}{2^{n+1}}. \tag{10}$$

This bound is known before the calculation starts. The residual supplies a second one. The linear part of (8) gives $Q(v_1)-Q(v_2)\ge C_F(v_1-v_2)$ for $v_1>v_2$, so $C_B$ in (3) may be replaced by

$$K=C_B+C_F.$$

With one of the two voltages equal to $V_*$, where $F=0$, this reads

$$|V-V_*|\le\frac{|F(V)|}{K}. \tag{11}$$

**Rounding.** Let each computed value of $F$ be in error by at most $\eta$. By (11), a wrong sign can occur only if $|m-V_*|\le\eta/K$. The distance from $V_*$ to the current bracket then never exceeds $\eta/K$. A correct sign does not increase this distance, and a wrong sign makes $m$, which is within $\eta/K$ of the root, an end of the new bracket. Consequently

$$|m_n-V_*|\le\frac{W}{2^{n+1}}+\frac{\eta}{K}. \tag{12}$$

**Error of the branch.** Suppose the true branch differs from the one used by at most $\epsilon_Q$ at every $v$, and let $\tilde V$ be the root found with the approximate branch. The true residual at $\tilde V$ is then at most $\epsilon_Q$. If the true branch also has a slope of at least $C_F$, (11) gives $|\tilde V-V_*|\le\epsilon_Q/K$.

## Worked example

The parameters are rough typical values for a hafnium-zirconium-oxide cell: $d=10$ nm, $A=0.1\ \mu\text{m}^2$, $P_s=22$ and $P_r=18\ \mu\text{C/cm}^2$, $\varepsilon_r=30$, and a coercive field of 1 MV/cm, so $V_c=1$ V. The bit line has $C_B=60$ fF and the plate rises to 2.5 V. Equations (6) and (8) give

$$w=\frac{1\ \text{V}}{\ln(40/4)}=0.4343\ \text{V},\qquad C_F=2.656\ \text{fF},\qquad K=62.656\ \text{fF}.$$

For the switching cell, $A(P_s+P_r)=40$ fC. The bracket (9) runs from

$$\frac{2.656\times2.5}{62.656}=0.1060\ \text{V}
\quad\text{to}\quad
\frac{2.656\times2.5+40}{62.656}=0.7444\ \text{V}.$$

The first midpoints are:

| Halvings | $m$ (V) | $F(m)$ (fC) |
|---|---:|---:|
| 0 | 0.425187 | −16.5838 |
| 1 | 0.584788 | −5.2311 |
| 2 | 0.664589 | +0.6082 |
| 3 | 0.624688 | −2.3262 |

The root is $V_*=0.656352$ V. After two halvings the error is 8.2 mV. The width bound (10) allows $0.6384/8=0.0798$ V, or 80 mV, whereas the residual bound (11) gives $0.6082/62.656=0.0097$ V, or 9.7 mV. The last midpoint in the table is farther from the root than the one before it: bisection reduces the bound at each step, not necessarily the error. To guarantee 1 µV, (10) requires 19 halvings; the error is then 0.05 µV.

The root can be checked by substitution. The film voltage is $v=2.5-0.656352=1.843648$ V, for which $S(v)=0.1254$, while $S(0)=40/44=0.9091$. The polarization is

$$P=22-40\times\frac{0.1254}{0.9091}=16.48\ \mu\text{C/cm}^2,$$

so the switched charge is $0.1\ \mu\text{m}^2\times(16.48+18)\ \mu\text{C/cm}^2=34.48$ fC. The dielectric charge is $2.656\times1.8436=4.90$ fC. Their sum, 39.38 fC, equals $C_BV_*=60\times0.65635$ fC. About 14% of the domains that were initially down have not switched. With the full 2.5 V across the film the fraction would be $0.0307/0.9091$, or about 3%; the rest is due to the voltage that the rising bit line takes away from the film.

For the non-switching cell the bracket is 0.1060 to 0.1698 V and the root is 0.1667 V. The read margin is therefore

$$656.4-166.7=489.6\ \text{mV},$$

where the last digit follows from the unrounded voltages.

A separate calculation uses charge conservation but no root search. It raises the plate from 0 to 2.5 V in 2000 equal steps and flips individual domains as their switching voltages are reached. With 2000 domains the switching cell's final voltage differs from the root by −0.062 mV; with 20,000 domains the difference is 0.001 mV.

The numerical error is negligible beside the uncertainty of the branch. Even if $\eta$ were $10^{-12}$ of 40 fC, $\eta/K$ would be $6\times10^{-13}$ V. A branch error of 1 fC, in contrast, permits a shift of up to $1/62.656$ V, or 16 mV.

## Dependence on bit-line capacitance

At equal film voltage $v>0$, (8) gives

$$Q_{\rm sw}(v)-Q_{\rm non}(v)=2AP_r\left[1-\frac{S(v)}{S(0)}\right]>0.$$

At the switching cell's root, the non-switching residual is $Q_{\rm sw}-Q_{\rm non}>0$. Its own root must therefore lie lower, and the margin is positive.

Differentiating $C_BV=Q(V_P-V)$ with respect to $C_B$ at fixed $V_P$ gives

$$V+C_B\frac{dV}{dC_B}=-Q'\frac{dV}{dC_B}
\quad\Longrightarrow\quad
\frac{dV}{dC_B}=-\frac{V}{C_B+Q'}. \tag{13}$$

In the example $Q'=13.77$ fF at the switching root, so the slope is $-656.4/73.77=-8.90$ mV/fF. Equation (5) gives $dv/dV_P=60/73.77=0.813$: of a small further rise of the plate, 81% appears across the film.

Each voltage falls as $C_B$ grows, but the margin is not monotone. For small $C_B$, $C_Fv\le Q(v)=C_BV\le C_BV_P$, so $v\to0$ and both bit-line voltages approach $V_P$. For large $C_B$, both voltages tend to zero, $v\to V_P$, and

$$V_{\rm sw}-V_{\rm non}\simeq\frac{2AP_r}{C_B}\left[1-\frac{S(V_P)}{S(0)}\right]. \tag{14}$$

A positive, continuous margin that vanishes at both ends has a maximum between them. With the film and plate voltage held fixed:

| $C_B$ (fF) | $V_{\rm sw}$ (V) | $V_{\rm non}$ (V) | Margin (V) |
|---:|---:|---:|---:|
| 5 | 1.9222 | 1.1984 | 0.7238 |
| 15 | 1.4571 | 0.5761 | 0.8810 |
| 60 | 0.6564 | 0.1667 | 0.4896 |
| 240 | 0.1839 | 0.0432 | 0.1406 |

At 240 fF, (14) gives 0.145 V, 3% above the solved margin. The largest margin of these four occurs at 15 fF, but the film then receives only 1.04 V and about half of the switchable polarization reverses. A large margin is not evidence of complete switching. At small $C_B$ the non-switching column depends on the sampling assumption behind (7). If that cell retraced the falling side of the major loop instead, $V_{\rm non}$ would be 1.35 V at 5 fF, 0.60 V at 15 fF and 0.1695 V at 60 fF.

## When the branch is not monotone

A homogeneous Landau film provides a case outside the proposition. Let $p=P/P_r$, omit the linear dielectric background, and take the S-shaped law

$$V_L(p)=\kappa(p^3-p),\qquad \kappa=\frac{3\sqrt3}{2}V_c,$$

whose turning points lie at $\pm V_c$. Starting from $p=-1$, the charge drawn is $AP_r(p+1)$, and the balance becomes

$$\kappa(p^3-p)+\frac{AP_r}{C_B}(p+1)=V_P. \tag{15}$$

The slope of the left side is $\kappa(3p^2-1)+AP_r/C_B$, with its minimum at $p=0$. The left side is strictly increasing, and the root unique for every $V_P$, if

$$C_B\le\frac{AP_r}{\kappa}=\frac{18\ \text{fC}}{2.598\ \text{V}}=6.93\ \text{fF}.$$

For larger $C_B$ some plate voltages give three roots. At 60 fF and $V_P=0.8$ V there are indeed three. If the dielectric background is restored, $C_B+C_F$ takes the place of $C_B$ in the condition for a unique root, and the example's limit falls to 4.27 fF. Bisection would still return a sign change, but (15) alone does not say which root the history selects.

## Sudden drive and real devices

If the plate jumps to $V_P$ before any domain switches, the film first receives

$$v_0=\frac{C_BV_P}{C_B+C_F}=\frac{60\times2.5}{62.656}=2.394\ \text{V},$$

more than its final voltage. Suppose domains then flip one at a time, each only if its switching voltage is below the current film voltage, until none can flip. If the switched charge is $q$, the final voltage is $V=(C_FV_P+q)/K$. Every domain with a switching voltage below the final $v$ has flipped, so $q\ge A[P(v)-P_0]$. This makes $F(V)\ge0$ and hence $V\ge V_*$. No domain above $v_0$ can have flipped, so $q\le A[P(v_0)-P_0]$. Together,

$$V_*\le V\le\frac{C_FV_P+A[P(v_0)-P_0]}{K}. \tag{16}$$

In the example the upper bound is 61 mV above $V_*$; one random order of flipping gives a shift of 33 mV.

Finite switching time can act in the opposite direction. As a second model of the sudden step, let $P$ relax towards the branch value at the current $v$ with time constant $\tau=\tau_0e^{E_ad/v}$, with rough values $\tau_0=0.1$ ns and $E_a=8$ MV/cm. At the final film voltage $\tau=7.7$ ns. The switching cell is 11 mV below $V_*$ after 20 ns and within 0.001 mV of it after 100 ns. A third model combines the two: each domain flips irreversibly, at the rate $1/\tau$, while its switching voltage is below $v$. The switching cell is then about 45 mV below $V_*$ after 10 ns but about 13 mV above it after 20 ns. The sign of the correction therefore depends on the read time as well as on the switching mechanism. Its size is very sensitive to the rough value of $E_a$: with 10 instead of 8 MV/cm, the second model leaves the switching cell about 88 mV below $V_*$ after 20 ns.

The chosen film thickness, coercive field and polarization are of the usual order for such oxide capacitors, but cells vary with processing and cycling, and the smooth loop is an idealization. Interface layers can be included by measuring $Q(v)$ on the whole capacitor or by adding a series capacitance. Parameters of the ferroelectric film alone leave them out and can overestimate the signal: a linear series layer 0.5 nm thick, with relative permittivity 30 and no voltage across it at the start, lowers the switching signal from 0.66 to 0.52 V. This figure only indicates the size of the effect. The layer ends with 0.59 V across it, about 12 MV/cm or three times the rough breakdown field used below, where it cannot be expected to stay a linear insulator. If instead the layer carries the stored charge from the start, the stored polarization relaxes to about $-15\ \mu\text{C/cm}^2$, the signal is 0.54 V, and the final field in the layer is still about 7 MV/cm. An imprint that raises all switching voltages by 0.2 V, with $P_0$ held at $-P_r$, lowers the switching signal by 31 mV. If 30% of the zero-bias bit-line capacitance belongs to an abrupt junction with a built-in voltage of 0.8 V, the signal rises by 25 mV, because that capacitance falls as the bit line charges. For warm operation, taking 0.95 of both polarizations and 0.90 of $V_c$ changes the margin by +3 mV. The smaller polarization alone would lower the margin and the lower coercive voltage alone would raise it; for these particular factors the two effects nearly cancel. A rough trap leakage of $10^{-3}$ A/cm² moves the bit line by 0.3 µV in 20 ns. A zero-temperature Fowler–Nordheim estimate at 2.5 MV/cm, with a 2 eV barrier and an effective mass of 0.2 electron masses, gives $2\times10^{-8}$ A/cm². At 300 K the same barrier passes about $6\times10^{-8}$ A/cm², still far below the assumed trap leakage. That field is 0.63 of a rough breakdown field of 4 MV/cm; the ratio alone does not determine the endurance.

The imprint, junction and leakage assumed here each shift the switching signal by at most a few tens of millivolts, against a margin of 490 mV. An interface layer or a different polarization can do more: scaling both polarizations by 0.8 lowers the signal from 0.66 to 0.56 V. Two decimals are therefore enough for the quasistatic voltages, about 0.66 and 0.17 V, and in a real cell even the first can be uncertain. These figures also suppose a read that is long compared with the film's switching time; a slower film or a shorter read can lower the signal considerably. The root of the stated model itself is known far more closely. The remaining digits are in the numerical output.

## Computed results

```
film: 10 nm, 0.1 um2, eps_r 30
Ps, Pr: 22, 18 uC/cm2
coercive field: 1.0 MV/cm; Vc 1.00 V
threshold spread w: 0.4343 V
C_F: 2.656 fF; C_B: 60 fF
plate voltage: 2.50 V
switching bracket: 0.105985 to 0.744389 V
nonswitching bracket: 0.105985 to 0.169826 V
midpoint after 0 halvings: 0.425187 V, F -16.5838 fC
midpoint after 1 halvings: 0.584788 V, F -5.2311 fC
midpoint after 2 halvings: 0.664589 V, F +0.6082 fC
midpoint after 3 halvings: 0.624688 V, F -2.3262 fC
halvings for 1 uV error: 19
actual error then: 0.049 uV
switching bit line: 0.656352 V = 656.35 mV
nonswitching bit line: 0.166710 V = 166.71 mV
read margin: 0.489641 V = 489.64 mV
film voltages: 1.843648, 2.333290 V
charges drawn: 39.381, 10.003 fC
final P, switching cell: 16.484 uC/cm2
Q' at switching root: 13.765 fF
dv/dV_P at that root: 0.8134
dV/dC_B at that root: -8.898 mV/fF
2000-domain ramp minus root: -0.0624 mV
20000-domain ramp minus root: 0.0014 mV
random cells tested: 300
C_B 5 fF: 1.9222, 1.1984, margin 0.7238 V
C_B 15 fF: 1.4571, 0.5761, margin 0.8810 V
C_B 60 fF: 0.6564, 0.1667, margin 0.4896 V
C_B 240 fF: 0.1839, 0.0432, margin 0.1406 V
Landau roots at 0.8 V plate, 60 fF: 3
Landau critical C_B: 6.928 fF
sudden-step shift: 32.94 mV
sudden-step upper bound: 60.79 mV
rough tau0 0.1 ns, Ea 8 MV/cm
relaxation time at root: 7.66 ns
shift at 20 ns read: -11.13 mV
shift at 100 ns read: -0.0001 mV
imprint 0.2 V: shift -30.55 mV
warm factors for P, Vc: 0.95, 0.90
warm margin change: 2.93 mV
junction share 0.3, built-in 0.8 V
junction nonlinearity shift: 25.35 mV
tunnel barrier 2.0 eV, mass 0.2 m_e
tunnel current at V_P/d: 2.35e-08 A/cm2
rough trap leakage: 1.0e-03 A/cm2
trap-leakage shift in 20 ns: 0.333 uV
largest field V_P/d: 2.50 MV/cm
rough breakdown field: 4.0 MV/cm
field / breakdown: 0.625
```
